# Potential drop and edge of a planar collisionless Tonks-Langmuir plasma

**Setting.** A steady plasma fills the gap $-L<x<L$ between two absorbing plane walls and is symmetric about $x=0$. The potential $\phi$ is zero at the midplane and falls steadily towards each wall. Define the positive, dimensionless drop $\eta=-e\phi/kT_e$.

The electrons are in Boltzmann equilibrium, $n_e=n_0e^{-\eta}$. Singly charged ions of mass $M$ are born at rest at the rate $S=\nu n_0e^{-\gamma\eta}$ per unit volume and then move without collisions. The case $\gamma=1$ describes ionization proportional to the electron density, and $\gamma=0$ a uniform source. Write $c=\sqrt{2kT_e/M}$, $c_s=\sqrt{kT_e/M}$ and $s=\nu x/c$. Except in part (f) and in the space-charge estimate of part (g), the Debye length is taken to be vanishingly small compared with $L$, so that $n_i=n_e$ wherever a quasineutral solution exists.

## (a) The plasma equation

**Question.** Derive an equation for the potential from the motion of the ions.

**Answer.** By symmetry take $x>0$. An ion born at $x'$, where the drop is $\eta'$, has at $x$ the speed given by energy conservation:
$$\tfrac12Mv^2=kT_e(\eta-\eta'),\qquad v=c\sqrt{\eta-\eta'} .$$
The potential falls outwards, so ions reaching $x$ were born between $0$ and $x$, and none turns back. In steady state the ions born in $dx'$ carry the flux $S(x')\,dx'$ past $x$. Their density there is flux divided by speed, hence
$$n_i(x)=\int_0^x\frac{\nu n_0e^{-\gamma\eta'}}{c\sqrt{\eta-\eta'}}\,dx' .$$
Since $\nu\,dx'/c=ds'$, quasineutrality gives, with $\eta'$ as the integration variable,
$$\int_0^\eta\frac{h(\eta')}{\sqrt{\eta-\eta'}}\,d\eta'=e^{-\eta},\qquad h(\eta)=e^{-\gamma\eta}\frac{ds}{d\eta}. \tag{1}$$
Here $h\,d\eta$ is the ion production between $\eta$ and $\eta+d\eta$, in units of $n_0c$. The source law has disappeared from the equation for $h$.

## (b) Solution

**Question.** Solve (1) for $h$ in terms of Dawson's function
$$D(u)=e^{-u^2}\int_0^u e^{t^2}dt,\qquad u=\sqrt\eta .$$

**Answer.** Multiply (1) by $1/\sqrt{\zeta-\eta}$, integrate over $\eta$ from $0$ to $\zeta$, and exchange the integrations on the left:
$$\int_0^\zeta h(\eta')\left[\int_{\eta'}^\zeta\frac{d\eta}{\sqrt{(\zeta-\eta)(\eta-\eta')}}\right]d\eta'
=\int_0^\zeta\frac{e^{-\eta}}{\sqrt{\zeta-\eta}}\,d\eta .$$
In the bracket put $\eta=\eta'+(\zeta-\eta')\sin^2\theta$. Then $d\eta=2(\zeta-\eta')\sin\theta\cos\theta\,d\theta$, while the square root equals $(\zeta-\eta')\sin\theta\cos\theta$. The bracket is therefore $2\cdot\pi/2=\pi$.

On the right put $\zeta-\eta=t^2$, so that $d\eta=-2t\,dt$. The integral becomes $2e^{-\zeta}\int_0^{\sqrt\zeta}e^{t^2}dt=2D(\sqrt\zeta)$. Renaming $\zeta$ as $\eta$ gives
$$J(\eta)\equiv\int_0^\eta h\,d\eta'=\frac2\pi D(u). \tag{2}$$
$J$ is the ion flux in units of $n_0c$. Differentiating the definition of $D$ gives $D'=1-2uD$, and $d/d\eta=(1/2u)\,d/du$, so
$$h=\frac{1-2uD(u)}{\pi u}. \tag{3}$$

This $h$ does satisfy (1). Let $r(\eta)$ be the left side of (1) minus the right side. Equation (2) says that $\int_0^\zeta r\,d\eta/\sqrt{\zeta-\eta}=0$ for every $\zeta$. Applying the same multiplication and integration again gives $\pi\int_0^\eta r\,d\eta'=0$, so the continuous function $r$ vanishes.

Near the midplane $D\simeq u$, hence $J\simeq2u/\pi$. There $e^{-\gamma\eta}\simeq1$, so $s\simeq J$ and $\eta\simeq\pi^2s^2/4$. The potential starts parabolically, with zero field at $x=0$, as symmetry requires.

## (c) The end of the solution

**Question.** Find the largest potential drop that the quasineutral solution can reach. Show that it cannot be continued further, and state how the drop depends on $\gamma$.

**Answer.** From (1) and (3),
$$\frac{ds}{d\eta}=e^{\gamma\eta}\,\frac{D'(u)}{\pi u}.$$
This is positive for small $u$, since $D'(0)=1$. It vanishes where $D$ is stationary. At a stationary point $D''=-2D-2uD'=-2D<0$, so each one is a maximum. Two maxima would need a minimum between them, so there is at most one. There is one, because $D$ starts at zero, rises, and returns to zero as $1/(2u)$ at large $u$. The end is thus fixed by
$$2u_bD(u_b)=1,\qquad \eta_b=u_b^2 .$$
Numerical root finding by bracketing gives $u_b=0.924139$, with $D(u_b)=0.541044$. Therefore
$$\boxed{\eta_b=0.854},\qquad \phi(0)-\phi_{\rm edge}=0.854\,\frac{kT_e}{e}.$$

At this point $ds/d\eta=0$, so the field $d\eta/ds$ is infinite on the scale of $L$. For $\eta>\eta_b$, (3) gives $h<0$: neutrality would require ions to be removed rather than born. To see that no other arrangement helps, consider a point with $\eta>\eta_b$. The ions born before the edge alone contribute
$$\int_0^{\eta_b}\frac{h\,d\eta'}{\sqrt{\eta-\eta'}}
=e^{-\eta}+\int_{\eta_b}^{\eta}\frac{|h|\,d\eta'}{\sqrt{\eta-\eta'}}>e^{-\eta},$$
where $h$ is the function (3) and the equality is (1) with its negative part moved across. The ion density already exceeds the electron density, and any further births increase the excess. Beyond $\eta_b$ the space charge is positive: this is the sheath.

Because (3) does not contain $\gamma$, neither does $\eta_b$. Nor does the exponential form of the source matter: for any positive source symmetric about the midplane, the ion production per unit $\eta$ obeys the same equation (1), and so ends at the same $\eta_b$. The result does rest on Boltzmann electrons, collisionless ions born at rest, and plane geometry. It is the drop from midplane to sheath edge; the drop to the wall is larger.

## (d) The length of the plasma

**Question.** Find the position $s_b$ of the edge for $\gamma=1$ in closed form, and the shape of the potential near it. What changes for other source laws?

**Answer.** Let $E(u)=\int_0^ue^{t^2}dt=e^{u^2}D(u)$. For $\gamma=1$,
$$\frac{ds}{du}=2u\,e^{u^2}h=\frac2\pi\left(e^{u^2}-2uE\right).$$
Two integrations by parts are needed:
$$\int_0^u2tE\,dt=u^2E-\int_0^ut^2e^{t^2}dt,\qquad
\int_0^ut^2e^{t^2}dt=\tfrac12\left(ue^{u^2}-E\right).$$
Collecting terms,
$$s=\frac1\pi\left[(1-2u^2)E+ue^{u^2}\right].$$
At the edge $E=e^{\eta_b}/(2u_b)$, and $(1-2u_b^2)/(2u_b)+u_b=1/(2u_b)$. Hence
$$s_b=\frac{e^{\eta_b}}{2\pi u_b}=0.4046,\qquad \nu=\frac{s_b\,c}{L}. \tag{4}$$
The ionization frequency is therefore not free: it must replace the ions lost to the walls.

For $\gamma=0$, $s=J$ and $s_b=2D(u_b)/\pi=0.3444$. For $\gamma=2$, numerical quadrature of $ds/d\eta$ gives $s_b=0.4920$. At fixed $\nu$ and $T_e$, a source more concentrated at the midplane needs a wider plasma to reach the same $\eta_b$.

Near the edge write $\delta=\eta_b-\eta$. Since $D'=0$ and $D''=-2D=-1/u_b$ there,
$$\frac{dh}{d\eta}\bigg|_b=\frac1{2u_b}\frac{D''}{\pi u_b}=-\frac1{2\pi u_b^3}\equiv-\kappa .$$
So $h\simeq\kappa\delta$ and $ds/d\eta\simeq k\delta$, with $k=\kappa e^{\gamma\eta_b}$. Integrating from $\eta$ to $\eta_b$,
$$s_b-s\simeq\tfrac12k\delta^2,\qquad \delta\simeq\sqrt{2(s_b-s)/k}. \tag{5}$$
The potential stays finite, while the field diverges as the inverse square root of the distance to the edge.

## (e) Ions at the edge

**Question.** Find the ion flux, density, mean speed and mean energy at the edge. Evaluate $\langle v^{-2}\rangle$ there.

**Answer.** The flux is
$$\Gamma=n_0c\,\frac{2D(u_b)}\pi=0.3444\,n_0c=0.4871\,n_0c_s ,$$
and the density is $n_0e^{-\eta_b}=0.4257\,n_0$. The mean speed is their ratio, $1.144\,c_s$.

An ion born at $\eta'$ arrives with energy $(\eta_b-\eta')kT_e$. The average over the flux, integrated by parts with $J(0)=0$, is
$$\frac{\langle\mathcal E\rangle}{kT_e}=\frac1{J_b}\int_0^{\eta_b}h\,(\eta_b-\eta')\,d\eta'=\frac1{J_b}\int_0^{\eta_b}J\,d\eta .$$
With $J=2D/\pi$, $d\eta=2u\,du$ and $2uD=1-D'$, the last integral is $(2/\pi)[u_b-D(u_b)]$. Therefore
$$\frac{\langle\mathcal E\rangle}{kT_e}=\frac{u_b}{D(u_b)}-1=2\eta_b-1=0.708 .$$
This is less than $\eta_b$ because most ions are born part of the way down the potential.

For $\langle v^{-2}\rangle$, differentiate (1) at $\eta_b$. Split off the last slice of width $w_0$ below the upper limit. The main part gives
$$\frac{h(\eta_b-w_0)}{\sqrt{w_0}}-\frac12\int_0^{\eta_b-w_0}\frac{h\,d\eta'}{(\eta_b-\eta')^{3/2}} .$$
The slice is $\int_0^{w_0}h(\eta-w)\,w^{-1/2}dw$, and its derivative is of order $\sqrt{w_0}$. Since $h\simeq\kappa\delta$, the boundary term is also of order $\sqrt{w_0}$, and the remaining integral converges. Letting $w_0\to0$ and equating to the derivative of $e^{-\eta}$,
$$\int_0^{\eta_b}\frac{h\,d\eta'}{(\eta_b-\eta')^{3/2}}=2e^{-\eta_b}.$$
Each group of ions contributes density $n_0h\,d\eta'/\sqrt{\eta_b-\eta'}$ and has $v^{-2}=1/[c^2(\eta_b-\eta')]$. Dividing by the total density,
$$\langle v^{-2}\rangle=\frac{2}{c^2}=\frac{M}{kT_e}.$$
This is the kinetic Bohm condition with the equality sign: at the edge the ion and electron densities respond equally to a small further drop in potential.

## (f) Finite Debye length

**Question.** For $\gamma=1$, estimate how close to $\eta_b$ the quasineutral solution can be trusted when the central Debye length $\lambda_D=\sqrt{\epsilon_0kT_e/(n_0e^2)}$ is small but finite.

**Answer.** Poisson's equation, with $\eta=-e\phi/kT_e$ and $x=Ls/s_b$, reads
$$\varepsilon^2\frac{d^2\eta}{ds^2}=\frac{n_i-n_e}{n_0},\qquad \varepsilon=\frac{s_b\lambda_D}{L}.$$
Let $C(\eta)$ be the curvature $d^2\eta/ds^2$ of the quasineutral solution. With $s'=ds/d\eta$,
$$C=\frac1{s'}\frac{d}{d\eta}\frac1{s'}=-\frac{s''}{s'^3}.$$
To first order in $\varepsilon^2$ the right side of (1) becomes $e^{-\eta}+\varepsilon^2C$. The inversion of part (b) then gives the change in flux at given $\eta$:
$$\Delta J=\frac{\varepsilon^2}\pi\int_0^\eta\frac{C(\eta')}{\sqrt{\eta-\eta'}}\,d\eta',\qquad \Delta h=\frac{d\,\Delta J}{d\eta}. \tag{6}$$

Near the edge $s'\simeq k\delta$ and $s''\simeq-k$, so $C\simeq1/(k^2\delta^3)$. The integral is dominated by $\delta'$ of order $\delta$, so its range may be extended to infinity:
$$\int_\delta^\infty\frac{d\delta'}{\delta'^3\sqrt{\delta'-\delta}}
=\delta^{-5/2}\,2\int_0^{\pi/2}\sin^4\theta\,d\theta=\frac{3\pi}8\,\delta^{-5/2},$$
where $\delta'=\delta/\sin^2\theta$. Thus $\Delta J\simeq3\varepsilon^2\delta^{-5/2}/(8k^2)$. Since $d/d\eta=-d/d\delta$,
$$\frac{\Delta h}{h}\simeq\frac{15}{16}\,\frac{\varepsilon^2}{k^2\kappa}\,\delta^{-9/2}.$$
A given relative correction is reached at $\delta\propto\varepsilon^{4/9}$ and, by (5), at a distance from the edge proportional to $\varepsilon^{8/9}$. The small power $4/9$ makes the potential at the edge sensitive to the Debye length. Near the edge the next term of the expansion is about $-10(\Delta h/h)^2$, so the first-order result is accurate only where $\Delta h/h$ is well below 0.1. Closer to the edge the full Poisson problem must be solved.

## (g) A low-pressure etching source

**Question.** Take $\gamma=1$, $kT_e=10$ eV, ion mass 40 u, $n_0=10^{11}$ cm$^{-3}$, $L=3$ cm, and gas at 0.15 mTorr and 300 K. Find the main discharge quantities and judge the assumptions. Use $10^{-14}$ cm$^2$ as a rough ion-neutral cross section.

**Answer.** The midplane-to-edge drop is $0.854\times10$ V $=8.54$ V. The ion speed scale is $c_s=4.911$ km/s, and (4) gives
$$\nu=\frac{0.40456\times\sqrt2\times4911\ \text{m/s}}{0.03\ \text{m}}=9.37\times10^4\ \text{s}^{-1}.$$
The edge density is $0.4257\times10^{11}=4.26\times10^{10}$ cm$^{-3}$. The ion current density is $e\Gamma=0.4871\,en_0c_s=3.83$ mA/cm$^2$, and the mean ion energy at the edge is $0.708\times10=7.08$ eV.

A floating wall collects equal ion and electron fluxes. The Boltzmann electrons supply $\tfrac14n_0\bar v_ee^{-\eta_w}$, with $\bar v_e=\sqrt{8kT_e/(\pi m_e)}$. If ionization inside the thin sheath is neglected,
$$\eta_w=\ln\frac{\bar v_e}{4\times0.4871\,c_s},$$
which gives a midplane-to-wall drop of 54.0 V. The sheath carries $54.0-8.5=45.5$ V of it and so supplies most of the ion impact energy.

The neglected effects have these sizes:

- **Space charge.** $\lambda_D=0.0743$ mm, so $\lambda_D/L=2.5\times10^{-3}$ and $\varepsilon=1.0\times10^{-3}$. Evaluating (6) by numerical quadrature, the first-order $\Delta h/h$ reaches 10% at $\eta=0.71$, which is 0.38 mm before the edge. This is an overestimate: a full solution of Poisson's equation with the same ion model gives about 6% there. Over the last 1.4 V of the 8.54 V drop the quasineutral profile is thus only approximate. The same solution puts the floating wall about 1.1 mm beyond the ideal edge. If $L$ is measured to the wall, $\nu$ is therefore about 4% higher than the value above.
- **Ion collisions.** The gas density is $4.83\times10^{12}$ cm$^{-3}$ and the mean free path 20.7 cm. Averaging the birthplace over the source gives a mean path to the edge of 1.64 cm, or 0.079 collisions per ion. Even this has a visible effect. If every collision is a charge exchange that leaves the new ion at rest, solving the plasma equation with these extra births and the matching losses raises the drop from 0.854 to about 0.887. The collisionless value of 8.54 V would then be about 4% too low.
- **Ion birth energy.** The ratio of gas to electron temperature is 0.0026. Giving the newborn ions a Maxwellian spread at this temperature lowers $\eta_b$ by about 0.15%.
- **Gas depletion.** The ion flux to a wall, $2.4\times10^{16}$ cm$^{-2}$s$^{-1}$, is half the thermal flux $\tfrac14n_g\bar v_g=4.8\times10^{16}$ cm$^{-2}$s$^{-1}$ of the gas atoms, and roughly a third of the atoms leaving one wall are ionized before they reach the other. The gas density is therefore not uniform: it is lower at the midplane than at the walls by some 10 to 15%. By part (c) this does not change $\eta_b$, but $s_b$, the mean free path and the ionization coefficient below assume a uniform gas and are correspondingly approximate.
- **Lost electrons.** Electrons energetic enough to reach the wall do not return. If the electrons moving towards the wall keep a full Maxwellian tail, the missing fraction at the edge is $\tfrac12\operatorname{erfc}\sqrt{\eta_w-\eta_b}=0.13\%$. At this gas density an electron usually crosses the gap without a gas collision, so a full tail is an assumption about how the electrons are heated and scattered. A depleted tail would make the wall drop smaller than 54.0 V.

The chosen temperature must also sustain the discharge. Dividing $\nu$ by the gas density gives a required ionization coefficient of $1.94\times10^{-8}$ cm$^3$/s. The classical Thomson cross section for $N=6$ outer electrons and threshold $I=16$ eV is $\sigma=4\pi a_0^2N(R^2/\mathcal E)(1/I-1/\mathcal E)$, where $a_0$ is the Bohr radius, $R$ the Rydberg energy and $\mathcal E$ the electron energy. Its Maxwellian average at 10 eV is $3.30\times10^{-8}$ cm$^3$/s. The two agree within a factor of two. Taken literally, the estimate would place the steady temperature near 7 eV, but halving this ionization cross section would move it above 10 eV. The comparison shows only that 10 eV is a reasonable order of magnitude.

These parameters belong roughly to microwave plasma sources run at very low pressure. The temperature is high and the pressure low compared with many etching reactors, which work at a few eV and at a millitorr or more. Raising the pressure weakens the assumption of free ion fall. At 1 mTorr, with the same width, gas temperature and cross section, the number of collisions per ion rises to $0.079/0.15\approx0.5$, and the same charge-exchange model gives a drop of about 1.03 instead of 0.854. Such sources also have magnetic fields and finite radius; the present result applies at best to motion along the field, with losses across it small.

Numerical values quoted here were computed with a short program.
